Polarization from Two Nonpolar Distortions: Trilinear Coupling in Hybrid Improper Ferroelectrics

**1. The law and its assumptions**

A structure search that looks for ferroelectricity only through an unstable polar mode of the parent phase rejects every crystal whose polar modes are all stable. Some of these crystals are nevertheless polar in their ground state. Two other distortions, neither of them polar, condense and together push the ions off centre. Without the coupling derived here, the polarization has no visible source, and it is unclear which distortion must be reversed to switch it.

Let Q1 and Q2 be the amplitudes of two nonpolar distortions of a nonpolar parent crystal, and u the amplitude of a polar displacement, all in Å. Energies are per formula unit of volume V. Suppose that symmetry allows the term γQ1Q2u and forbids terms linear in u that contain one distortion alone. The part of the energy that contains u is then, to leading order and at zero macroscopic field,

F_u = κu²/2 + γQ1Q2u. (1)

The polar mode is stable by itself, κ > 0. Setting ∂F_u/∂u = κu + γQ1Q2 = 0 gives

u = −(γ/κ)Q1Q2, P = (Ze/V)u, (2)

where Z is the effective charge of the polar mode. The product Q1Q2 acts as a force on a stable spring. If either distortion is absent, the force vanishes.

The symmetry that permits (1) also permits a direct dipole proportional to Q1Q2 at clamped u. It would change the coefficient in (2) but not the product law, and it is set to zero below.

**2. Which distortions can couple**

A lattice translation t multiplies Q1Q2u by exp[i(k1 + k2)·t], because u has zero wavevector. The wavevectors must therefore add to a reciprocal-lattice vector. The point operations must also leave the product unchanged.

Take a bilayer of corner-sharing BO6 octahedra, as in the A3B2O7 structure, with square in-plane lattice constant a. Distortion R rotates the octahedra about z, with alternating sign in the plane and equal sign in the two layers. Distortion T = (Tx, Ty) tilts them about an in-plane axis, with alternating sign both in the plane and between the layers. The vector u is an in-plane polar displacement. The generating operations act as follows.

- Translation by a along x or y: R → −R, T → −T, u → u.
- Inversion at the midpoint between two B ions of adjacent layers: R → R, T → −T, u → −u. Rotation axes are unchanged by inversion, but the layers are exchanged.
- Fourfold rotation about z: R is unchanged, while T and u turn as vectors.
- Mirror x → −x through B: R → −R, (Tx, Ty) → (Tx, −Ty), (ux, uy) → (−ux, uy).

Translation forbids Ru and Tu. Inversion forbids u, R²u and terms of type TTu. Translation and inversion both permit RTu. The fourfold rotation leaves two candidates, R(T·u) and R(Txuy − Tyux). Under the mirror T·u changes sign, as R does, so the first is invariant. The bracket in the second is unchanged while R reverses, so the second is forbidden. Hence

F_tri = γR(T·u). (3)

In an isolated bilayer the polarization lies, to this order, along the tilt axis. For an axis along a cell edge or diagonal, the symmetry of the bilayer keeps it there at larger amplitudes; for other directions higher-order terms can turn it away. With that axis fixed, Q1 = R and Q2 = |T|.

For one or three layers, with R of equal sign in all layers, inversion at the central B ion leaves both R and T unchanged but reverses u, so (3) is forbidden. Averaging over all symmetry operations of the slabs confirms this count: 0, 1 and 0 invariants for one, two and three layers. The count depends on the pattern, not on the layer number alone. In three layers, a rotation with opposite signs in the outer layers and none in the central one is reversed by that inversion, and it allows one RTu invariant.

In the stacked crystal the next bilayer is shifted in the plane by (a/2, a/2). The wavevectors (π/a)(1, 1) and (π/a)(1, −1) acquire the phases −1 and +1. If R and T share one wavevector, both acquire the same phase, RT is equal in all bilayers, and the dipoles add. If they have different wavevectors, successive dipoles cancel. The fourfold rotation exchanges the two wavevectors, so for one wavevector the tilts about the two cell diagonals couple with independent coefficients. In the stacked crystal symmetry therefore keeps P along the tilt axis only when that axis is a diagonal.

**3. A microscopic source of the coupling**

Consider a pair energy φ(r) between each A ion and its nearest oxygens, at distance r0 = a/√2. The A heights are fixed, the oxygen displacements are prescribed, and Coulomb forces and neighbouring bilayers are left out. Let R and T now denote oxygen displacements, with the tilt about x. Let η = ±1 be the in-plane alternating sign, l = 0, 1 the layer, and σ = ±1. An oxygen in direction σŷ from its B ion moves by

δx = −σηR, δz = σηT(−1)^l, so δxδz = −RT(−1)^l. (4)

Oxygens in directions ±x̂ are not moved by this tilt, and apical oxygens are not moved by the rotation. So, with oxygen displacements linear in R and T, only the oxygens in (4) carry the product RT.

Seen from an A ion, they lie at (±a/2, 0, ζa/2), with ζ = +1 for the layer above and −1 for the layer below. Displace the A ion by s along x. The relative displacement is (δx − s, 0, δz), and the third-order Taylor term ½φ_xxz(δx − s)²δz contains

−s δxδz φ_xxz = (−1)^l RT s φ_xxz. (5)

To find the derivative, write B(r) = φ″/r² − φ′/r³. Then φ_xx = φ′/r + x²B and φ_xxz = z[B + x²B′/r], where B′ = φ‴/r² − 3φ″/r³ + 3φ′/r⁴. Inserting x² = r0²/2 and z = ζr0/√2 gives

φ_xxz = ζ(φ‴ − φ″/r0 + φ′/r0²)/(2√2).

Two such oxygens per layer contribute ζ(−1)^l G RT s, with

G = (φ‴ − φ″/r0 + φ′/r0²)/√2. (6)

The lowest AO plane has layer 0 above it and receives +G. The middle plane receives −G from layer 0 below it and −G from layer 1 above it. The top plane has layer 1 below it and receives +G. The coefficients G, −2G, G sum to zero, so a net displacement requires unequal stiffnesses.

An oxygen with x² = r0²/2 contributes φ_xx = ½(φ″ + φ′/r0), and one with x = 0 contributes φ′/r0. The four apical oxygens, and the four equatorial oxygens of one layer, therefore give

k_ap = 2(φ″ + φ′/r0), k_eq = φ″ + 3φ′/r0. (7)

An outer plane has stiffness k_ap + k_eq and the middle plane k_ap + 2k_eq. For uniformly displaced planes, terms in sR or sT are excluded by translation, and terms in sR² or sT² by the mirror x → −x. Minimizing each plane's energy and adding the three displacements gives

s_net = −2G RT/(k_ap + k_eq) + 2G RT/(k_ap + 2k_eq)
= −2G k_eq RT/[(k_ap + k_eq)(k_ap + 2k_eq)]. (8)

The alternating A displacements fail to cancel because the outer planes have one octahedral layer beside them and the middle plane has two.

For φ = φ0 exp[−(r − r0)/ρ], with a = 3.9 Å, φ0 = 0.1 eV and ρ = 0.3 Å, one finds G = −2.935 eV/Å³, k_ap = 1.980 eV/Å² and k_eq = 0.748 eV/Å². Per unit RT, each outer plane moves by 1.075 Å⁻¹ and the middle plane by −1.688 Å⁻¹. The sum is 0.463 Å⁻¹, and numerical relaxation at small amplitude agrees. If every A ion may also move independently in the plane, the coefficient rises to 1.225 Å⁻¹, while the displacement remains proportional to RT at small amplitude. These coefficients depend on the prescribed oxygen positions. If the octahedra are instead rotated rigidly about the combined axis, the apical oxygens also shift along x by ±RT/a, and the net A coefficient for uniform planes becomes 0.237 Å⁻¹. The product law is unchanged.

At R = T = 0.1 Å the net displacement for uniform planes is 2.1% below law (8), and at 0.2 Å it is 7.7% below. Because s_net is odd in R and in T separately, the first relative correction is of second order in the amplitudes. This accounts for the nearly fourfold growth on doubling. These figures are for the tilt about x. At R = T = 0.344 Å, about ten degrees, the result for uniform planes is 18% below the law, and for a diagonal tilt axis it is 57% above; with free A ions the deviations are 14% below and 10% above. At realistic angles (8) gives only the order of magnitude.

When several polar coordinates s_i respond, with stiffness matrix K and couplings g_i, the energy is ½sᵀKs + (gᵀs)Q1Q2. Its minimum is

s = −K⁻¹g Q1Q2, P = −(e/V)ZᵀK⁻¹g Q1Q2. (9)

At zero field one coordinate u along K⁻¹g therefore suffices. Using the same coordinate in an applied field is a further approximation, since the field in general also drives other combinations.

**4. Condensation and feedback**

The mean-field energy, with a field E along the polar axis, is

F = a1Q1²/2 + b1Q1⁴/4 + a2Q2²/2 + b2Q2⁴/4 + dQ1²Q2²/2 + κu²/2 + γQ1Q2u − ZeEu. (10)

Here a1, a2 < 0 and b1, b2 > 0. Minimizing over u gives u = (ZeE − γQ1Q2)/κ. Substitution turns the terms containing u into

−(ZeE − γQ1Q2)²/(2κ) = −γ²Q1²Q2²/(2κ) + (γZeE/κ)Q1Q2 − (ZeE)²/(2κ). (11)

The first term on the right replaces d by

d′ = d − γ²/κ. (12)

The polar response thus lowers the energy of the state with both distortions. At E = 0, put x = Q1² and y = Q2². Dividing the stationarity conditions by Q1 and Q2 gives

a1 + b1x + d′y = 0, a2 + b2y + d′x = 0.

Solving the pair yields

x = (−a1b2 + a2d′)/(b1b2 − d′²), y = (−a2b1 + a1d′)/(b1b2 − d′²). (13)

The reduced energy is quadratic in x and y, and it is convex when b1b2 > d′². If x and y are then both positive, (13) is the lowest state. If one comes out negative, the two distortions do not coexist and P vanishes.

The energy depends on the signs of Q1, Q2 and u only through Q1Q2u. There are four equivalent states. Reversing one distortion reverses P, and reversing both leaves P unchanged.

Equation (2) also fixes how P grows on cooling, if a1 and a2 are linear in temperature and the other coefficients constant. If both vanish at one temperature T0 and (13) gives positive x and y, these grow as T0 − T, so P ∝ T0 − T. If Q1 appears continuously at Tc while Q2 is already finite, x ∝ Tc − T and P ∝ (Tc − T)^(1/2) just below Tc. This is also the usual mean-field onset law of a continuous proper transition, so the exponent alone does not identify the mechanism.

**5. A worked case**

Take a1 = −2 and a2 = −3 eV/Å², b1 = b2 = 8 and d = 3 eV/Å⁴, κ = 4 eV/Å², γ = 2 eV/Å³, Z = 5 and V = 150 Å³. These are chosen round values, independent of the pair model above. Then γ²/κ = 1 and d′ = 2 eV/Å⁴, and (13) gives

Q1² = (16 − 6)/(64 − 4) = 1/6 Å², Q2² = (24 − 4)/60 = 1/3 Å².

So Q1 = 0.408 Å, Q2 = 0.577 Å and Q1Q2 = 0.236 Å². From (2),

u = −(2/4)(0.236) = −0.118 Å,
P = −6.3 µC/cm² = −0.063 C/m².

The minus sign reflects the choice γ > 0 with Q1Q2 > 0.

The energy is −0.333 eV with both distortions, −0.281 eV with Q2 alone and −0.125 eV with Q1 alone. With γ set to zero and all else fixed, both distortions remain, at 0.357 and 0.572 Å, and P is zero. In this example polarization is therefore a consequence of the distortions, although it enlarges them.

**6. Uniform switching**

Let E > 0 oppose the state with u < 0, and define h = γZeE/κ. By (11) the field adds hQ1Q2 to the reduced energy. With r = Q1/Q2 and y = Q2², dividing both stationarity conditions by Q2 gives

a1r + b1r³y + d′ry + h = 0, (14)
a2 + b2y + d′r²y + hr = 0. (15)

Subtracting r times (14) from (15) removes h and d′:

y = (a1r² − a2)/(b2 − b1r⁴), h = −r[a1 + y(b1r² + d′)]. (16)

Starting from the zero-field ratio r = 0.707, h rises as r falls, until it reaches a maximum. There the distortions change at no first-order cost in h, so the matrix of second derivatives has a zero eigenvalue and the state loses stability. The maximum is h = 0.351 eV/Å² at r = 0.4255, where y = 0.341 Å². Hence

E = hκ/(γZe) = (0.351 × 4)/(2 × 5) V/Å = 0.140 V/Å = 14 MV/cm.

Overdamped relaxation of (10), with the field raised in steps, confirms the limit. At 0.98 of this field the signs of the distortions survive, with Q1 = 0.274 Å and Q2 = 0.580 Å. The total polarization has by then already reversed, because u = (ZeE − γQ1Q2)/κ contains the field-induced part: P passes through zero at 8.2 MV/cm and is +4.9 µC/cm² at 0.98 of the limit, but it returns to −6.3 µC/cm² if the field is removed. At 1.02 it passes to Q1 = −0.467 Å and Q2 = 0.596 Å. Only Q1 has reversed, and P is +6.3 µC/cm² after the field is removed. That Q1 is the smaller distortion is not a general rule: with a1 = −0.3 and a2 = −4 eV/Å², b1 = 0.5, b2 = 30 and d = 1.2 eV/Å⁴, the soft distortion Q1 = 0.74 Å reverses while Q2 = 0.36 Å keeps its sign.

**7. Corrections to the product law**

*Anharmonic polar terms.* Add e_c(Q1² + Q2²)u²/2 + βu⁴/4 to (10). At E = 0 the condition ∂F/∂u = 0 becomes

u = −γQ1Q2/[κ + e_c(Q1² + Q2²) + βu²]. (17)

For the chosen values e_c = 1 and β = 20 eV/Å⁴, the bracket is 4.68 eV/Å² instead of 4. The ratio P/(Q1Q2) is 15% below its leading value. The distortions shrink slightly as well, and P becomes −5.2 µC/cm².

*Open circuit.* In a slab polarized along its normal, without screening charge, the displacement field vanishes: ε0ε∞E + P = 0. The field energy P²V/(2ε0ε∞) adds

Δκ = Z²e²/(ε0ε∞V) (18)

to κ. With ε∞ = 5 this is 6.0 eV/Å², more than κ itself. P falls to −2.3 µC/cm², or 37% of its short-circuit value, but does not vanish, because both nonpolar distortions persist and still supply the force. This requires x and y in (13) to stay positive when the larger stiffness raises d′; with d = 6 eV/Å⁴, P is −2.6 µC/cm² at short circuit and zero at open circuit. The same cost would remove the instability of a proper polar mode whose negative stiffness was smaller in magnitude than Δκ. For a polarization in the plane of a wide film, (18) does not apply.

*Temperature.* At fixed Q1 and Q2, energy (10) with E = 0 is quadratic in u, so the classical thermal distribution of u is Gaussian with centre −γQ1Q2/κ. Averaging over the distortions gives

⟨u⟩ = −(γ/κ)⟨Q1Q2⟩. (19)

For independent cells at 300 K, restricted to Q1, Q2 > 0, ⟨Q1Q2⟩ is 0.201 Å² and P is −5.4 µC/cm², which is 15% below the static value. This is a rough estimate. The energy needed to bring Q1 to zero is 0.052 eV, about 2kT, so truly independent cells would change domain and average to zero. Coupling between cells, absent from (10), must hold the domain together.

**8. The model beside real oxides**

The parameters are meant for the rough regime of bilayer perovskite oxides, with octahedral angles of order ten degrees and polarizations of several µC/cm². Read as oxygen displacements at distance a/2 from B, the model amplitudes correspond to 11.8° and 16.5°; the second is on the large side. The uniform switching field is far from typical. It is 2.8 times an assumed rough breakdown field of 5 MV/cm, whereas real switching fields in this class can be of order 0.1 MV/cm, about a hundred times below the model value. The model makes all cells reverse together and keeps the tilt axis fixed, and its coefficients are chosen values. A real crystal can avoid uniform reversal by nucleation and domain-wall motion, or can turn the tilt axis, and (10) contains none of these routes. The calculation does not show how much each contributes to the difference. The model field is thus a stability limit of a uniform domain with a fixed tilt axis and should not be used as a coercive field in device design.

Numbers as computed

```
SYMMETRY: trilinear invariants R*T*u for 1, 2, 3 layers: 0 1 0
PAIR SLAB: a = 3.9 A, phi(r0) = 0.1 eV, decay length = 0.3 A
r0 = 2.758 A; phi'' = 1.111, phi'/r0 = -0.121 eV/A^2
phi''' = -3.704 eV/A^3, G = -2.935 eV/A^3
k_ap = 1.980, k_eq = 0.748 eV/A^2
outer-plane displacement/(RT) = 1.0754 1/A
inner-plane displacement/(RT) = -1.6879 1/A
net A displacement/(RT), formula = 0.4630 1/A
net A displacement/(RT), relaxed planes = 0.4629 1/A
net A displacement/(RT), all A free in plane = 1.2249 1/A
R = T = 0.05 A (1.5 deg): net/leading law = 0.995
R = T = 0.1 A (2.9 deg): net/leading law = 0.979
R = T = 0.2 A (5.9 deg): net/leading law = 0.923
LANDAU INPUT: a1 = -2.0, a2 = -3.0 eV/A^2; b1 = 8.0, b2 = 8.0 eV/A^4
d = 3.0 eV/A^4, kappa = 4.0 eV/A^2, gamma = 2.0 eV/A^3
Z = 5.0 (units of e), V = 150.0 A^3 per formula unit
gamma^2/kappa = 1.000, d' = 2.000 eV/A^4
Q1 = 0.4082 A (11.8 deg), Q2 = 0.5774 A (16.5 deg)
Q1*Q2 = 0.2357 A^2, u = -0.1179 A
P = -6.294 uC/cm2 = -0.0629 C/m2
P/(Q1*Q2) = -26.70 uC/cm2 per A^2
without trilinear term: Q1 = 0.3568 A, Q2 = 0.5721 A
energy: Q1 only -0.1250, Q2 only -0.2812, both -0.3333 eV/f.u.
SWITCHING: critical h = 0.3508 eV/A^2 at Q1/Q2 = 0.4255
uniform switching field = 14.03 MV/cm
rough assumed breakdown field = 5.0 MV/cm, ratio = 2.81
at 0.98 of it: Q1 = 0.274, Q2 = 0.580 A
at 1.02 of it: Q1 = -0.467, Q2 = 0.596 A
after field removal: P = 6.294 uC/cm2
ANHARMONIC: e_c = 1.0, beta = 20.0 eV/A^4
Q1 = 0.4000, Q2 = 0.5752 A, P = -5.247 uC/cm2
effective stiffness = 4.684 eV/A^2, P/(Q1*Q2) relative to leading law = 0.854
OPEN CIRCUIT: eps_inf = 5.0, added stiffness = 6.032 eV/A^2
Q1 = 0.3784, Q2 = 0.5731 A, P = -2.309 uC/cm2
P relative to short circuit = 0.367
THERMAL: T = 300.0 K, kT = 0.02585 eV, independent cells
mean Q1*Q2 = 0.2013 A^2, mean P = -5.374 uC/cm2
mean P relative to static minimum = 0.854
```
